# Why several charge states of a 3d impurity fit in a gap: a numerical check

```python
"""
Several charge states of a 3d impurity in a semiconductor gap (Haldane-Anderson model).

Result under test: in the averaged mean field the spacing of successive gap levels is
    U_eff = Z^2 U' / (1 + U' chi),   and   dN_d/dp = Z / (1 + U' chi),
so hybridisation keeps the d charge nearly constant and makes U_eff much smaller than U.
An exact diagonalisation of the same model with one level per band judges the mean field.

Symbols (energies in Ry, valence band edge at 0):
  M     number of d spin-orbitals (channels), each with its own host states
  U     repulsion of two d electrons;  U' = U (1 - 1/M)
  V     coupling of a d spin-orbital to each band;  G  band gap;  D  band width
  p     number of electrons in gap levels;  N_d  total d charge
  E     mean-field d level;  Z  d weight of the gap level;  chi = -dN_d/dE at fixed p
"""
import numpy as np
import scipy.sparse as sp
from scipy.sparse.linalg import eigsh
from scipy.optimize import brentq
from scipy.constants import physical_constants

RY_EV = physical_constants["Rydberg constant times hc in eV"][0]
M, U, V, G, D = 10, 0.50, 0.15, 0.20, 0.30
E_VAL, E_CON = -D / 2, G + D / 2          # band centres


def bare_level(m, u):
    """Bare d level that centres the half-filled shell in the gap."""
    return G / 2 - u * (m - 1) / 2


# ---------------- exact solution, one valence and one conduction level per channel
def symmetric_group(q, h, d_occ):
    """q identical three-state channels in their permutation-symmetric space."""
    states = [(a, b, q - a - b) for a in range(q + 1) for b in range(q + 1 - a)]
    index = {s: k for k, s in enumerate(states)}
    ham = sp.lil_matrix((len(states), len(states)))
    for s, k in index.items():
        ham[k, k] = sum(h[i, i] * s[i] for i in range(3))
        for i in range(3):
            for j in range(3):
                if i != j and s[j] > 0 and h[i, j] != 0:
                    t = list(s)
                    t[j] -= 1
                    t[i] += 1
                    ham[index[tuple(t)], k] += h[i, j] * np.sqrt(s[j] * t[i])
    return ham.tocsr(), np.array([np.dot(d_occ, s) for s in states], float)


def exact_state(m, u, v, p):
    """Ground energy and d charge with p filled gap levels."""
    site = np.array([E_VAL, bare_level(m, u), E_CON])
    hop = -v * np.array([[0, 1, 0], [1, 0, 1], [0, 1, 0]], float)
    h_one = np.diag(site) + hop                    # one electron: basis = its site
    h_two = np.diag(site.sum() - site) + hop       # two electrons: basis = hole site
    h_f, n_f = symmetric_group(p, h_two, (1, 0, 1))
    h_e, n_e = symmetric_group(m - p, h_one, (0, 1, 0))
    n_d = np.add.outer(n_f, n_e).ravel()
    ham = (sp.kron(h_f, sp.identity(len(n_e))) + sp.kron(sp.identity(len(n_f)), h_e)
           + sp.diags(u / 2 * n_d * (n_d - 1))).tocsr()
    if len(n_d) < 500:
        val, vec = np.linalg.eigh(ham.toarray())
    else:
        val, vec = eigsh(ham, k=1, which="SA", ncv=40, tol=1e-11, v0=np.ones(len(n_d)))
    return val[0], float(np.dot(vec[:, 0] ** 2, n_d))


def exact_spacing(m, u, v):
    """Second difference of the exact energy at half filling."""
    e = [exact_state(m, u, v, m // 2 + s)[0] for s in (-1, 0, 1)]
    return e[0] - 2 * e[1] + e[2]


def fock_ground_energies(m, u, v):
    """Lowest energy for every electron number from the full fermion Fock space."""
    modes = 3 * m
    lower = sp.csr_matrix([[0.0, 1.0], [0.0, 0.0]])
    sign = sp.diags([1.0, -1.0])
    ann = []
    for k in range(modes):
        op = sp.identity(1)
        for j in range(modes):
            op = sp.kron(op, sign if j < k else lower if j == k else sp.identity(2))
        ann.append(op.tocsr())
    num = [a.T @ a for a in ann]
    ham = sp.csr_matrix(ann[0].shape)
    for c in range(m):
        for s, energy in enumerate((E_VAL, bare_level(m, u), E_CON)):
            ham = ham + energy * num[3 * c + s]
        for s in (0, 2):
            t = ann[3 * c + 1].T @ ann[3 * c + s]
            ham = ham + v * (t + t.T)
        for c2 in range(c):
            ham = ham + u * num[3 * c + 1] @ num[3 * c2 + 1]
    count = np.rint(sum(num).diagonal()).astype(int)
    ham = ham.toarray()
    return {n: np.linalg.eigvalsh(ham[np.ix_(count == n, count == n)])[0]
            for n in range(modes + 1)}


# ---------------- averaged mean field for any set of host levels
def lumped_bath(v):
    return np.array([E_VAL, E_CON]), np.array([v, v])


def band_bath(v, n=24):
    """Flat bands of width D sampled at Gauss-Legendre nodes, same total coupling."""
    x, w = np.polynomial.legendre.leggauss(n)
    nodes = D * (x + 1) / 2
    return np.r_[nodes - D, nodes + G], v * np.sqrt(np.r_[w, w] / 2)


def channel(level, bath):
    """Eigenvalues and d weights of one channel."""
    eps, coup = bath
    h = np.diag(np.r_[level, eps])
    h[0, 1:] = h[1:, 0] = coup
    val, vec = np.linalg.eigh(h)
    return val, vec[0] ** 2


def mean_field(m, u, bath, p):
    """Self-consistent solution with p electrons spread evenly over the gap levels."""
    nv = len(bath[0]) // 2                          # number of valence states
    u_av = u * (1 - 1 / m)

    def charges(level):
        w = channel(level, bath)[1]
        return m * w[:nv].sum(), p * w[nv]

    level = brentq(lambda x: x - bare_level(m, u) - u_av * sum(charges(x)),
                   -8, 8, xtol=1e-14, rtol=1e-14)
    val, w = channel(level, bath)
    n_val, n_gap = charges(level)
    n_d = n_val + n_gap
    f = np.r_[np.ones(nv), p / m, np.zeros(nv)]
    chi = 0.0
    for i in range(len(f)):
        for j in range(i + 1, len(f)):
            chi += 2 * m * (f[i] - f[j]) * w[i] * w[j] / (val[j] - val[i])
    return dict(E=level, eps=val[nv], Z=w[nv], n_val=n_val, n_gap=n_gap, N=n_d, chi=chi,
                dN=w[nv] / (1 + u_av * chi), Ueff=w[nv] ** 2 * u_av / (1 + u_av * chi),
                Etot=m * val[:nv].sum() + p * val[nv] - u_av * n_d ** 2 / 2)


def charge_states_in_gap(levels):
    return 1 + int(np.sum((levels > 0) & (levels < G)))


# ---------------- tests of the mean-field formulas, away from the symmetric point
step = 1e-3
for bath in (lumped_bath(V), band_bath(V)):
    for p in (3.0, 6.5):
        lo, mid, hi = (mean_field(M, U, bath, p + s) for s in (-step, 0, step))
        slope = {k: (hi[k] - lo[k]) / (2 * step) for k in ("N", "eps", "Etot")}
        assert abs(slope["N"] - mid["dN"]) < 1e-5
        assert abs(slope["eps"] - mid["Ueff"]) < 1e-5
        assert abs(slope["Etot"] - mid["eps"]) < 1e-5

# d weight of the gap level for continuous flat bands against its closed form
band = mean_field(M, U, band_bath(V), M / 2)
e = band["eps"]
z_closed = 1 / (1 + V**2 / D * (1 / e + 1 / (G - e) - 1 / (e + D) - 1 / (G + D - e)))
assert abs(band["Z"] - z_closed) < 1e-6

# symmetric reduction against the full fermion problem with three channels
fock = fock_ground_energies(3, U, V)
for p in range(4):
    assert abs(fock[3 + p] - exact_state(3, U, V, p)[0]) < 1e-9

# ---------------- worked example
exact = [exact_state(M, U, V, p) for p in range(M + 1)]
energy = np.array([x[0] for x in exact])
charge = np.array([x[1] for x in exact])
levels = np.diff(energy)
k_exact = levels[M // 2] - levels[M // 2 - 1]
mf = [mean_field(M, U, lumped_bath(V), p) for p in range(M + 1)]
mf_levels = np.diff([x["Etot"] for x in mf])
centre, after = mf[M // 2], mf[M // 2 + 1]
gain = after["n_gap"] - centre["n_gap"]
loss = after["n_val"] - centre["n_val"]
n_exact = charge_states_in_gap(levels)
in_gap = (levels > 0) & (levels < G)

assert np.all(np.diff(levels) > 0)                  # every charge state is stable
assert n_exact >= 3 and k_exact < U / 4
assert np.max(np.diff(charge)[in_gap]) < 0.4        # d charge nearly constant
assert gain > 0 > loss and 0.5 < -loss / gain < 1   # valence states give d weight back

# the mean field becomes exact for many channels at fixed U*M
ratios = []
for m in (10, 20, 40):
    u = U * M / m
    ratios.append(exact_spacing(m, u, V) / mean_field(m, u, lumped_bath(V), m / 2)["Ueff"])
dev = np.abs(np.array(ratios) - 1)
assert dev[0] > dev[1] > dev[2]

print(f"Inputs: M = {M}, U = {U:.2f} Ry, V = {V:.2f} Ry, G = {G:.2f} Ry, D = {D:.2f} Ry")
print(f"Band centres {E_VAL:.2f} and {E_CON:.2f} Ry; bare d level {bare_level(M, U):.3f} Ry")
print(f"In eV: U = {U*RY_EV:.2f}, V = {V*RY_EV:.2f}, G = {G*RY_EV:.2f}")
print(f"No mixing: levels nearest midgap {G/2-U/2:.3f} and {G/2+U/2:.3f} Ry")
print("p, exact N_d, mean-field N_d, exact and mean-field level p -> p+1 (Ry)")
for p in range(M + 1):
    tail = f" {levels[p]:8.4f} {mf_levels[p]:8.4f}" if p < M else ""
    print(f"{p:3d} {charge[p]:7.4f} {mf[p]['N']:7.4f}" + tail)
print(f"Charge states in gap: exact {n_exact}, mean field {charge_states_in_gap(mf_levels)}")
print(f"Exact U_eff at p=5: {k_exact:.4f} Ry = {k_exact*RY_EV:.3f} eV; U/U_eff = {U/k_exact:.1f}")
print(f"Exact change of N_d, p=5 to 6: {charge[6]-charge[5]:.4f}")
u_av = U * (1 - 1 / M)
print(f"Mean field at p=5: Z = {centre['Z']:.4f}, chi = {centre['chi']:.3f} per Ry")
print(f"  U' = {u_av:.3f} Ry, 1+U'chi = {1+u_av*centre['chi']:.3f}")
print(f"  dilution only Z^2 U' = {centre['Z']**2*u_av:.4f} Ry")
print(f"  U_eff = {centre['Ueff']:.4f} Ry = {centre['Ueff']*RY_EV:.3f} eV")
print(f"  dN_d/dp = {centre['dN']:.4f}; ceiling Z^2/chi = {centre['Z']**2/centre['chi']:.4f} Ry")
print(f"  p=5 to 6: gap-level d gain {gain:.4f}, valence d change {loss:.4f}, sum {gain+loss:.4f}")
print(f"  p=5 to 6: mean-field d level E rises by {after['E']-centre['E']:.4f} Ry")
print(f"Full bands, mean field, p=5: Z = {band['Z']:.4f}, U_eff = {band['Ueff']:.4f} Ry, "
      f"dN_d/dp = {band['dN']:.4f}")
print("Exact/mean-field U_eff at fixed U*M, M = 10, 20, 40: "
      + ", ".join(f"{r:.3f}" for r in ratios))
print("Scan in U at V = 0.15 Ry: U, exact U_eff, mean-field U_eff (Ry)")
for u in (0.125, 0.25, 0.5, 1.0, 2.0):
    k = exact_spacing(M, u, V)
    assert 0 < k < u
    print(f"  {u:.3f} {k:.4f} {mean_field(M, u, lumped_bath(V), M/2)['Ueff']:.4f}")
print("Scan in V at U = 0.50 Ry: V, exact U_eff (Ry), charge states in gap, N_d(6)-N_d(5)")
for v in (0.02, 0.05, 0.10, 0.15, 0.20):
    run = [exact_state(M, U, v, p) for p in range(M + 1)]
    lev = np.diff([x[0] for x in run])
    count = charge_states_in_gap(lev)
    if v == 0.02:
        assert count == 1                           # weak mixing: no second charge state
    print(f"  {v:.2f} {lev[5]-lev[4]:.4f} {count:2d} {run[6][1]-run[5][1]:.4f}")
print("PASS")
```

Output:

```
Inputs: M = 10, U = 0.50 Ry, V = 0.15 Ry, G = 0.20 Ry, D = 0.30 Ry
Band centres -0.15 and 0.35 Ry; bare d level -2.150 Ry
In eV: U = 6.80, V = 2.04, G = 2.72
No mixing: levels nearest midgap -0.150 and 0.350 Ry
p, exact N_d, mean-field N_d, exact and mean-field level p -> p+1 (Ry)
  0  4.5907  4.5650  -0.0162   0.0015
  1  4.6379  4.6254  -0.0037   0.0157
  2  4.6949  4.6969   0.0132   0.0337
  3  4.7668  4.7827   0.0376   0.0568
  4  4.8638  4.8850   0.0750   0.0848
  5  5.0000  5.0000   0.1250   0.1152
  6  5.1362  5.1150   0.1624   0.1432
  7  5.2332  5.2173   0.1868   0.1663
  8  5.3051  5.3031   0.2037   0.1843
  9  5.3621  5.3746   0.2162   0.1985
 10  5.4093  5.4350
Charge states in gap: exact 7, mean field 11
Exact U_eff at p=5: 0.0499 Ry = 0.679 eV; U/U_eff = 10.0
Exact change of N_d, p=5 to 6: 0.1362
Mean field at p=5: Z = 0.5814, chi = 8.759 per Ry
  U' = 0.450 Ry, 1+U'chi = 4.942
  dilution only Z^2 U' = 0.1521 Ry
  U_eff = 0.0308 Ry = 0.419 eV
  dN_d/dp = 0.1177; ceiling Z^2/chi = 0.0386 Ry
  p=5 to 6: gap-level d gain 0.5183, valence d change -0.4033, sum 0.1150
  p=5 to 6: mean-field d level E rises by 0.0518 Ry
Full bands, mean field, p=5: Z = 0.4706, U_eff = 0.0144 Ry, dN_d/dp = 0.0682
Exact/mean-field U_eff at fixed U*M, M = 10, 20, 40: 1.622, 1.239, 1.107
Scan in U at V = 0.15 Ry: U, exact U_eff, mean-field U_eff (Ry)
  0.125 0.0238 0.0192
  0.250 0.0351 0.0256
  0.500 0.0499 0.0308
  1.000 0.0747 0.0342
  2.000 0.1323 0.0363
Scan in V at U = 0.50 Ry: V, exact U_eff (Ry), charge states in gap, N_d(6)-N_d(5)
  0.02 0.4048  1 0.4443
  0.05 0.2757  1 0.3561
  0.10 0.1198  3 0.2220
  0.15 0.0499  7 0.1362
  0.20 0.0253 11 0.0953
PASS
```
